\section*{Pulay stress: why analytic pressure differs from the fixed-cutoff energy slope}

\section{An atom that pulls on an empty box}

Put one neutral, closed-shell atom in a cubic box of volume $V$, repeated periodically, and let the box be so large that the periodic images do not interact. Changing $V$ then changes nothing physical. The exact energy is a constant $E_{\rm at}$, and the exact pressure $P=-dE/dV$ is zero.

Now expand the orbitals in plane waves of wave vector $\mathbf q$, keeping those with $q^2/2<E_c$. Hartree atomic units are used throughout, so $q^2/2$ is a kinetic energy. In a large box the allowed $\mathbf q$ are so dense that sums over them become integrals over the sphere $q<\sqrt{2E_c}$. The truncated problem no longer refers to the box, and its energy is
\begin{equation}
E(V,E_c)=E_{\rm at}+\delta(E_c),\qquad \delta>0,\quad \delta'(E_c)<0 .
\end{equation}
The error $\delta$ is positive because the basis is incomplete, and it falls as the basis grows. At fixed cutoff the energy-volume curve is flat, and its slope gives the correct pressure, zero.

Next, keep the same plane waves while the box expands. Each wave is labelled by integers, and its wave vector shrinks as $V^{-1/3}$. The largest kinetic energy in the basis therefore shrinks as $V^{-2/3}$, which means $dE_c/dV=-\tfrac23E_c/V$. The pressure along this path is
\begin{equation}
P=-\delta'(E_c)\,\frac{dE_c}{dV}=\frac23\,\frac{E_c}{V}\,\delta'(E_c)<0 .
\label{eq:atom}
\end{equation}
The atom appears to pull the walls inward, although it does not touch them. Expansion has made the basis poorer, and the energy has risen for that reason alone.

Both pressures are correct derivatives of computed energies. What has to be settled is which of them a plane-wave program reports as its analytic stress.

\section{The belief and its appeal}

The belief is this: the analytic stress is the derivative of the energy with respect to strain, so at a given cutoff it must equal the slope of the energy-volume curve computed at that cutoff. If the two disagree, the stress formula or its implementation is at fault.

There is a good reason to expect this. For forces on atoms, the corresponding statement holds. Plane waves are fixed by the cell and do not move with the atoms, so displacing an atom leaves the basis unchanged. The analytic force and the slope of the energy against displacement then refer to the same basis. Strain is different, because it changes the wave vectors, and a cutoff applied afresh in each cell selects a different list of waves.

\section{What the analytic stress differentiates}

Only isotropic strain is treated, so the stress reduces to the pressure, counted positive under compression. Occupations $f_n$, the fractional coordinates of atoms and $k$ points, and the PAW data (projectors, partial waves, one-centre terms) are held fixed. Errors from real-space grids are neglected.

Let $c_n$ be the vector of plane-wave coefficients of orbital $n$, the label $n$ including the $k$ point. The PAW energy is a function $E(c,V)$. The orbitals obey a generalized normalization and a generalized eigenvalue equation,
\begin{equation}
c_n^\dagger S c_n=1,\qquad Hc_n=\varepsilon_n Sc_n,\qquad f_nHc_n=\frac{\partial E}{\partial c_n^\dagger}.
\label{eq:eig}
\end{equation}
The overlap $S$ differs from unity because a pseudo-orbital and its all-electron partner carry different charge near the nucleus. It depends on $V$ through the plane-wave components of the projectors.

Keep the list of integer labels fixed and differentiate. A prime denotes $d/dV$ for $c_n$ and the explicit volume derivative for $S$:
\begin{align}
\frac{dE}{dV}\bigg|_N
&=\frac{\partial E}{\partial V}\bigg|_c+\sum_n f_n\left(c_n'^\dagger Hc_n+c_n^\dagger Hc_n'\right)\nonumber\\
&=\frac{\partial E}{\partial V}\bigg|_c+\sum_n f_n\varepsilon_n\left(c_n'^\dagger Sc_n+c_n^\dagger Sc_n'\right).
\end{align}
The second line uses the eigenvalue equation. Differentiating the normalization gives
\begin{equation}
c_n'^\dagger Sc_n+c_n^\dagger Sc_n'+c_n^\dagger S'c_n=0 ,
\end{equation}
and therefore
\begin{equation}
-P_N=\frac{dE}{dV}\bigg|_N=\frac{\partial E}{\partial V}\bigg|_c-\sum_n f_n\varepsilon_n\,c_n^\dagger S'c_n .
\label{eq:hf}
\end{equation}
The unknown changes of the coefficients have dropped out. This is the analytic pressure. It is the exact derivative of the computed energy at a fixed list of plane waves, however poor that list may be. The subscript $N$ records that the number of waves is fixed.

\section{The fixed-cutoff curve is a staircase}

With finitely many $k$ points, a small change of volume at fixed $E_c$ usually carries no wave across the cutoff. The list then stays the same, and the local slope of the raw fixed-cutoff curve does equal the analytic result. To this extent the belief is right.

As $V$ grows, however, the wave vectors shrink, and from time to time a new shell of waves enters. A minimum over a larger set of functions cannot lie higher than one over a smaller set contained in it, so the energy changes by some $\Delta_j\le0$. Between two volumes $V_1<V_2$,
\begin{equation}
E(V_2)-E(V_1)=-\int_{V_1}^{V_2}P_N\,dV+\sum_j\Delta_j .
\end{equation}
Divide by $-(V_2-V_1)$ and denote averages over the interval by a bar:
\begin{equation}
\bar P_{E_c}=\bar P_N-\frac{1}{V_2-V_1}\sum_j\Delta_j\ \ge\ \bar P_N .
\label{eq:stairs}
\end{equation}
A curve fitted through widely spaced energies follows the descent of the whole staircase, drops included. The analytic pressure knows the slope of the treads but not the drops between them.

\section{Size of the difference}

To replace the sum over drops by a derivative, let $\bar E(V,E_c)$ be the energy smoothed over the steps. Suppose a list is selected by cutoff $E_c$ at volume $V_0$. At volume $V$ every kinetic energy in it has been multiplied by $(V_0/V)^{2/3}$, so it is the list that the cutoff $E_c(V_0/V)^{2/3}$ would select there. The energy at fixed list, in the smoothed description, is thus
\begin{equation}
E_N(V)=\bar E\!\left(V,\;E_c\,(V_0/V)^{2/3}\right).
\end{equation}
Counting waves gives the same scaling. Averaged over $k$ points, the wave vectors have density $V/(2\pi)^3$ and fill a sphere of radius $\sqrt{2E_c}$, so
\begin{equation}
N\simeq\frac{V}{8\pi^3}\,\frac{4\pi}{3}(2E_c)^{3/2}=\frac{V(2E_c)^{3/2}}{6\pi^2},
\end{equation}
and constant $N$ requires $E_c\propto V^{-2/3}$.

The chain rule at $V=V_0$, after which the subscript can be dropped, gives
\begin{equation}
\frac{dE_N}{dV}=\frac{\partial\bar E}{\partial V}\bigg|_{E_c}-\frac23\,\frac{E_c}{V}\,\frac{\partial\bar E}{\partial E_c}.
\end{equation}
Changing all signs turns slopes into pressures:
\begin{equation}
P_{\rm Pulay}\equiv P_N-P_{E_c}=\frac23\,\frac{E_c}{V}\,\frac{\partial\bar E}{\partial E_c}\ \le\ 0 .
\label{eq:pulay}
\end{equation}
This is the Pulay stress, written as a pressure. It is the result (\ref{eq:atom}) for the isolated atom, now without the assumption that the energy is independent of volume. It vanishes when the energy no longer depends on the cutoff. Its sign comes from the variational principle, and so requires a converged minimum of one and the same energy functional at both cutoffs.

\section{Why the volume comes out too small}

Let $V_c$ be the minimum of the smoothed fixed-cutoff curve, where $P_{E_c}=0$. There the analytic pressure equals $P_{\rm Pulay}<0$. A relaxation driven by it sees tension and contracts the cell. With bulk modulus $B=-V\,dP/dV>0$, and with the change of $P_{\rm Pulay}$ over the small volume shift neglected, the analytic pressure near $V_c$ is, to first order, $P_{\rm Pulay}-B(V-V_c)/V_c$. It vanishes at
\begin{equation}
\frac{V-V_c}{V_c}\simeq\frac{P_{\rm Pulay}}{B}<0 .
\label{eq:dv}
\end{equation}

This is a bias relative to the fixed-cutoff minimum. Whether it is also a bias relative to the converged volume depends on a further condition. Write $\bar E=E_\infty(V)+\delta(V,E_c)$, with $E_\infty$ the complete-basis energy. Then
\begin{equation}
P_{E_c}-P_\infty=-\frac{\partial\delta}{\partial V}\bigg|_{E_c}.
\end{equation}
If the basis error per cell hardly changes with volume at fixed cutoff, the fixed-cutoff curve is nearly parallel to the converged one, and $V_c$ is nearly right. For the isolated atom this holds because $\delta$ does not contain $V$. In a crystal it is plausible when the rapidly varying parts of the orbitals, near the nuclei, change little under strain, but it has to be checked.

\section{A crystal in numbers}

Consider a model crystal with one site per simple cubic cell, lattice constant $5$ bohr and $V_0=125$ bohr$^3$. Two electrons per cell fill the lowest band. They feel a Gaussian well $-v_0e^{-r^2/2w^2}$ at each site, with $v_0=2$ hartree and $w=1$ bohr. One normalized Gaussian projector $p$ per site, of width $r_p=0.8$ bohr, supplies the PAW structure:
\begin{equation}
H=T+v+|p\rangle(D+U\rho)\langle p|,\qquad S=1+|p\rangle s\langle p|,\qquad \rho=\sum_nf_n|\langle p|\psi_n\rangle|^2,
\end{equation}
with $D=-0.8$ hartree, $U=0.3$ hartree and $s=0.3$. The energy is
\begin{equation}
E=\sum_nf_n\langle\psi_n|T+v+|p\rangle D\langle p|\,|\psi_n\rangle+\tfrac12U\rho^2+F(V).
\end{equation}
Its derivative with respect to the orbitals gives the $H$ above, because $\tfrac12U\rho^2$ contributes $U\rho$ times the derivative of $\rho$. For the same reason, the explicit volume derivative in (\ref{eq:hf}) is $\sum_nf_nc_n^\dagger H'c_n+F'(V)$, with $\rho$ held fixed inside $H'$.

The term $F=f_1V_0/V+f_2(V_0/V)^2$ does not involve the basis. Its coefficients, $f_1=-0.66666$ and $f_2=0.34449$ hartree, are set so that at a cutoff of $12$ hartree the equilibrium volume is $V_0$ and the bulk modulus is $0.005$ hartree/bohr$^3$ ($147$ GPa). That cutoff serves as the converged reference; raising it to $16$ hartree changes the analytic pressure at $V_0$ by $0.02$ GPa.

The matrix elements needed for (\ref{eq:hf}) follow from $dq^2/d\ln V=-\tfrac23q^2$. The Fourier components of the well and the projector are
\begin{equation}
v(G)=-\frac{v_0(2\pi)^{3/2}w^3}{V}e^{-G^2w^2/2},\qquad
p(q)=\frac{(4\pi r_p^2)^{3/4}}{\sqrt V}e^{-q^2r_p^2/2}.
\end{equation}
In each, the prefactor and the exponent both depend on $V$, so
\begin{align}
\frac{d}{d\ln V}\frac{q^2}{2}&=-\frac{q^2}{3},\\
\frac{dv(G)}{d\ln V}&=v(G)\left(-1+\frac{G^2w^2}{3}\right),\\
\frac{dp(q)}{d\ln V}&=p(q)\left(-\frac12+\frac{q^2r_p^2}{3}\right).
\end{align}

Take a working cutoff of $5$ hartree and a shifted $8\times8\times8$ $k$ mesh, on which the positions and heights of the steps depend. The mean number of plane waves per $k$ point is $67.2$, against $66.8$ from the counting law. The energy at $V_0$ lies $6.4$ mhartree above the reference.

First, the formula itself. At $V_0$ the analytic pressure of the electronic part, without $F$, is $-10.249$ GPa. A finite difference of energies at a fixed list gives the same value. Without the overlap term in (\ref{eq:hf}) the result would be $-26.205$ GPa. Such an omission is a real fault in a PAW stress, and it is distinct from the Pulay stress, which remains when the formula is complete.

The function $F$ adds a pressure $(f_1+2f_2)/V_0=0.02232/125=1.786\times10^{-4}$ hartree/bohr$^3$, or $5.25$ GPa. The total analytic pressure is then $-10.25+5.25=-5.00$ GPa, in a cell whose reference pressure is zero.

Next, the staircase. The piece of the fixed-cutoff curve that contains $V_0$ runs from $124.753$ to $125.679$ bohr$^3$. At its middle the local slope and the analytic formula both give an electronic pressure of $-10.220$ GPa. At its upper end the energy drops by $1.06\times10^{-4}$ hartree. Spread over the width of $0.926$ bohr$^3$, this one drop contributes $-1.1\times10^{-4}$ hartree/bohr$^3$ to $P_N-P_{E_c}$. On this mesh $|\mathbf k+\mathbf G|^2$ takes the evenly spaced values $(8j+3)/256$ in units of $(2\pi/a)^2$, with $a$ the lattice constant, so neighbouring steps have nearly the same width. Their heights, however, differ by up to a factor of three within five steps of $V_0$, and of four within ten, so a single step gives no more than the order of magnitude.

For the smoothed quantities, cubic fits to $21$ volumes with $|\ln(V/V_0)|\le0.15$, a range of many steps, give
\begin{equation}
P_N=-5.08\ \text{GPa},\qquad P_{E_c}=-0.10\ \text{GPa},\qquad P_N-P_{E_c}=-4.98\ \text{GPa}.
\end{equation}
The fitted $P_{E_c}$ moves by $0.1$ to $0.2$ GPa when the sample volumes or the window are changed, so $-0.10$ GPa cannot be told from zero. A separate set of energies, at fixed volume and varying cutoff, gives $\partial\bar E/\partial E_c=-0.006427$. Equation (\ref{eq:pulay}) then predicts
\begin{equation}
P_{\rm Pulay}=\frac23\times\frac{5}{125}\times(-0.006427)=-1.714\times10^{-4}\ \text{hartree/bohr}^3=-5.04\ \text{GPa}.
\end{equation}
The ratio of the observed difference to the prediction is $0.99$ for these fits. The prediction itself moves between about $-4.9$ and $-5.2$ GPa when the sample cutoffs or the window are changed, so the agreement is established to a few per cent. The numerical check allows a deviation of ten per cent, because a finite $k$ mesh leaves some of the steps in the fits.

The volumes follow suit. Relaxing with the list selected at $V_0$ ends at $121.3$ bohr$^3$, which is $2.9$ per cent below $V_0$. The fixed-cutoff fit has its minimum at $124.9$ bohr$^3$, within $0.1$ per cent of $V_0$ (within $0.2$ per cent for other choices of sample volumes and window). In this model the condition of nearly parallel curves is therefore met: a basis error of several mhartree does little harm to the fitted volume, while it spoils the analytic pressure.

The first-order estimate (\ref{eq:dv}), with the reference bulk modulus, gives $-3.43$ per cent. It refers to $V_c$, from which the observed shift is $(121.316-124.919)/124.919=-2.88$ per cent, so the estimate is too large by about $0.55$ percentage points, a figure uncertain by about $0.1$ because the fitted $V_c$ depends on the sampling of the steps. Part of the excess can be estimated. The compressed list has an effective cutoff of $5.10$ hartree, two per cent above the original. Between $5$ and $6$ hartree the analytic pressure at $V_0$ falls in magnitude from $5.00$ to $2.23$ GPa, roughly as $E_c^{-4.4}$, so two per cent in cutoff weakens it by about eight per cent. The factor $1/V$ in (\ref{eq:pulay}) restores three. The net weakening of five to six per cent lowers the estimated contraction by about $0.2$ percentage points, about a third of the discrepancy. The remainder is not analysed here.

\section{What to do about it}

Three remedies follow from (\ref{eq:pulay}). The first is to raise the cutoff until the energy no longer responds to it. In the model, the analytic pressure at $V_0$ is $-11.46$, $-5.00$, $-2.23$ and $-0.43$ GPa at cutoffs of $4$, $5$, $6$ and $8$ hartree. The second is to compute $\partial\bar E/\partial E_c$ and subtract the Pulay stress. Here this gives $-5.076+5.043\approx-0.03$ GPa, which agrees with the fixed-cutoff value within the $0.1$ to $0.2$ GPa scatter of the fits. The third is to fit energies at fixed cutoff over a range of volumes that spans many steps, with enough points to average over them. In the model, cubic fits through only seven or eight volumes scatter typically by $0.1$ to $0.3$ GPa, and by up to about $0.6$ GPa for an unfavourable choice of points, still small beside the Pulay stress.

Restarting the relaxation with a fresh list at the same cutoff is not a remedy. Repeated restarts can settle only where the analytic pressure of a fresh list vanishes. In the smoothed description this means $P_{E_c}=-P_{\rm Pulay}>0$, which is a compressed cell and not the minimum of the fixed-cutoff curve.

A disagreement between the analytic pressure and a fitted energy-volume slope is therefore not by itself evidence of a faulty stress. To test the stress formula, compare it with energy differences at a fixed list of plane waves. To test the basis, compare the disagreement with (\ref{eq:pulay}).

\section*{Computed results}
\begin{verbatim}
well depth 2.0 hartree, well width 1.0 bohr
projector width 0.8 bohr, overlap strength s 0.3
on-site D -0.8 hartree, U 0.3 hartree
k mesh 8x8x8, irreducible points 20
lattice constant 5.0 bohr, volume V0 125.0 bohr^3
bulk modulus 0.005 hartree/bohr^3 = 147.1 GPa
volume term f1 -0.66666 hartree, f2 0.34449 hartree
cutoff 5.0 hartree, high cutoff 12.0 hartree
mean plane-wave number 67.22, continuum law 66.75
basis error of energy at V0 6.408 mhartree
Electronic pressure at V0, fixed index list:
  analytic            -10.2487 GPa
  finite difference   -10.2487 GPa
  overlap term left out -26.2049 GPa
One smooth piece of the fixed-cutoff curve:
  from 124.7527 to 125.6785 bohr^3
  electronic pressure from local slope -10.2201 GPa
  analytic electronic pressure -10.2201 GPa
  energy change at upper end -105.64 microhartree
Total pressure at V0, smoothed over steps:
  analytic P_N         -5.076 GPa
  fixed cutoff P_Ec    -0.095 GPa
  difference P_N-P_Ec  -4.981 GPa
  dE/dEc               -0.006427 (dimensionless)
  Pulay formula        -1.7140e-04 hartree/bohr^3
  Pulay formula        -5.043 GPa
  difference/formula   0.988
Total analytic pressure at V0 against cutoff:
  cutoff 4.0 hartree: -11.460 GPa
  cutoff 5.0 hartree: -4.996 GPa
  cutoff 6.0 hartree: -2.228 GPa
  cutoff 8.0 hartree: -0.425 GPa
Equilibrium volumes:
  fixed index list 121.316 bohr^3, -2.95 % from V0
  fixed-cutoff fit 124.919 bohr^3, -0.06 % from V0
  first-order estimate Pulay/B -3.43 %
  effective cutoff of compressed list 5.101 hartree
\end{verbatim}
